# Which electron density sets the friction on a slow ion?

Let a hydrogen atom drift through empty space at constant velocity. In the frame that moves with it, it is an ordinary atom at rest, so no drag acts on it. Yet the electron density at its nucleus is not zero. The ground-state wavefunction is $e^{-r}/\sqrt{\pi}$ in Hartree atomic units ($\hbar=m_e=e=1$), which gives

$$n(0)=\frac1\pi=0.318 .$$

A uniform electron gas of that density would brake a slow proton with a friction coefficient of 0.377 atomic units, by the calculation described below. A rule that reads the density at the projectile and looks up the friction of a gas of that density therefore predicts a drag in vacuum.

## The belief and its appeal

The local-density friction approximation assigns to a slow ion at position $\mathbf R$ in a solid the force

$$\mathbf F=-\eta\big(n_0(\mathbf R)\big)\,\mathbf v ,\tag{1}$$

where $\eta(n_0)$ is the friction coefficient of the same ion in a uniform gas of density $n_0$. The belief examined here is that the density to insert is the total self-consistent one at the projectile, $n_{\rm tot}(0)=n_0+\Delta n(0)$, with $\Delta n$ the screening cloud that the ion has gathered.

Three things speak for it. The total density is what a simulation with the ion present delivers at every time step. The local approximation for exchange and correlation does use the total density at each point. And friction sounds like a contact effect, so the electrons that touch the ion seem to be the ones that matter.

The last argument fails first. When the ion is at rest in a uniform gas, its cloud is spherical and exerts no net force on it, however dense it is at the centre. A drag needs an asymmetry between front and back, and that comes from electrons that arrive from afar, scatter and leave.

## Where the density enters

Take an ion of charge $Z$ moving with velocity $\mathbf v$ through a uniform gas at zero temperature, without spin polarization, with $v\ll k_F$ and $k_F=(3\pi^2n_0)^{1/3}$. In the ion's frame the screened ion is a static potential energy $V(r)$ for the electrons, which stream past with mean velocity $-\mathbf v$. Far from the ion the occupied states fill the displaced sphere $|\mathbf k+\mathbf v|<k_F$.

An electron of momentum $\mathbf k$ scatters elastically through an angle $\theta$. Averaged over the azimuth, it gives up the momentum $\mathbf k(1-\cos\theta)$. An incident state of unit density carries the flux $k$, so it transfers momentum at the rate $\mathbf k\,k\,\sigma_{\rm tr}(k)$, where

$$\sigma_{\rm tr}=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega$$

and $f$ is the scattering amplitude. Pauli blocking drops out: the net rate between two states of equal energy contains $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$, where $f_k$ is now an occupation. With two spins, the force on the ion is

$$\mathbf F=\frac{2}{(2\pi)^3}\int_{|\mathbf k+\mathbf v|<k_F}\mathbf k\,k\,\sigma_{\rm tr}(k)\,d^3k .\tag{2}$$

To first order in $v$, $|\mathbf k+\mathbf v|=k+\hat{\mathbf k}\cdot\mathbf v$, so the occupation is

$$\Theta(k_F-|\mathbf k+\mathbf v|)=\Theta(k_F-k)-\hat{\mathbf k}\cdot\mathbf v\;\delta(k-k_F).$$

The first term is isotropic and gives no force. In the second, the angular average of $\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v)$ is $\mathbf v/3$, hence

$$\mathbf F=-\frac{1}{4\pi^3}\,k_F^4\,\sigma_{\rm tr}(k_F)\,\frac{4\pi}{3}\,\mathbf v=-\frac{k_F^4}{3\pi^2}\,\sigma_{\rm tr}\,\mathbf v .$$

Since $n_0=k_F^3/3\pi^2$,

$$\eta=n_0\,k_F\,\sigma_{\rm tr}(k_F).\tag{3}$$

The factors $n_0$ and $k_F$ describe the incident stream, far from the ion. Everything that happens close to the ion, including the pile-up of electrons there, is in $\sigma_{\rm tr}$.

The motion also distorts the cloud, which changes $V$ by a term of order $v$. For independent electrons in a common potential this does not alter (3). An isotropic incident sea leaves any static elastic scatterer as an isotropic outgoing sea, because the scattering matrix is unitary at each energy, so the undisplaced sphere exerts no force even on a distorted potential. The distortion can act on the displaced part alone, so the force it adds carries at least two powers of $v$. The second-order term vanishes as well, because reversing $\mathbf v$ in an isotropic gas must reverse the force. The correction therefore starts at third order in $v$. Any further friction from dynamical exchange and correlation between the electrons is left out here.

## The cross-section contains the cloud

For a spherical potential with phase shifts $\delta_l$ the amplitude is

$$f(\theta)=\frac1k\sum_l(2l+1)\,a_l\,P_l(\cos\theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .$$

The orthogonality of the Legendre polynomials, $\int P_l^2\,d\Omega=4\pi/(2l+1)$, gives

$$\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2=\frac{4\pi}{k^2}\sum_l(l+1)\big(|a_l|^2+|a_{l+1}|^2\big).$$

The last form splits $2l+1$ into $(l+1)+l$ and shifts the index in the second part. For the term with $\cos\theta$, the recursion $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbouring waves:

$$\int\cos\theta\,|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,{\rm Re}(a_l a_{l+1}^*).$$

The difference of the two contains $|a_l-a_{l+1}|^2$. Because $a_l=(e^{2i\delta_l}-1)/2i$, this equals $|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})$. Therefore

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),$$

$$\eta=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).\tag{4}$$

The phase shifts belong to the screened ion. In Kohn-Sham theory with a local exchange-correlation potential $v_{xc}$,

$$V(r)=-\frac Zr+\int\frac{\Delta n(r')}{|\mathbf r-\mathbf r'|}\,d^3r'+v_{xc}(n_0+\Delta n)-v_{xc}(n_0).\tag{5}$$

Here the total density has its proper place, inside $v_{xc}$.

The phase shifts even count the cloud. Enclose the ion in a sphere of large radius $L$ on which the waves vanish. The allowed momenta obey $kL-l\pi/2+\delta_l=p\pi$ with integer $p$, so the potential brings $\delta_l(k_F)/\pi$ extra states below $k_F$ for each spin and each of the $2l+1$ orientations, bound states included if $\delta_l$ is counted from zero at infinite energy. Complete screening requires the extra electrons to number $Z$:

$$\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=Z .\tag{6}$$

This is the Friedel sum rule. The cloud is thus fully represented in (4) when $n_0$ is the host density. Inserting $n_{\rm tot}(0)$ counts it again, now as part of the incident stream, and the look-up then surrounds the ion with a second cloud suited to that denser gas.

## A proton in a gas of tin-like density

Take $n_0=150\ \mathrm{nm^{-3}}$, or 0.02223 in atomic units, so that $k_F=0.870$ and the Fermi energy is 10.3 eV. Equation (5) was solved to self-consistency for a proton, with local exchange and Vosko-Wilk-Nusair correlation. The radial equation was integrated on a logarithmic grid out to $20/k_F$ for $l\le10$, and the density came from the radial Green function integrated over complex momenta, which includes any bound level along with the continuum.

The phase shifts at $k_F$ for $l=0$ to 4 are 1.1207, 0.1107, 0.0182, 0.0031 and 0.0005 rad. The sum in (4) is

$$\sin^2(1.0100)+2\sin^2(0.0925)+3\sin^2(0.0151)+\dots=0.7171+0.0171+0.0007=0.735,$$

and the prefactor is $4(0.8698)^2/3\pi=0.3211$, so $\eta=0.236$. The first term supplies 98% of it. Most of the friction is plain $s$-wave scattering: with $\delta_0$ alone the sum would be $\sin^2(1.1207)=0.811$ and the friction 0.260. The weak $p$ wave interferes with the $s$ wave so as to favour forward scattering, which transfers less momentum and lowers the friction. The left side of (6), summed over all eleven waves, is 1.001, as it should be for one proton.

The total density at the proton is 0.485, which is 21.8 times the host density. A second self-consistent calculation, for a proton in a uniform gas of density 0.485, gives 0.394. The mistaken friction is too large by a factor of 1.67.

The meaning of that second number can be read from its Fermi energy. This scales as $n^{2/3}$, so the look-up assumes electrons arriving with up to $10.3\times21.8^{2/3}\approx80$ eV of kinetic energy. No such electrons arrive in the actual gas. Electrons do speed up as they fall towards the proton, but that acceleration is the work of $V$ and is already in the phase shifts.

## Thinner hosts

The same pair of calculations for two thinner gases gives the following, with friction and total density in atomic units.

| Host (nm⁻³) | $\eta(n_0)$ | $n_{\rm tot}(0)$ | $\eta(n_{\rm tot}(0))$ | Ratio |
|---|---|---|---|---|
| 150 | 0.236 | 0.485 | 0.394 | 1.67 |
| 50 | 0.149 | 0.394 | 0.386 | 2.59 |
| 15 | 0.067 | 0.349 | 0.381 | 5.69 |

While the host density falls by a factor of ten, the correct friction falls by a factor of 3.5. The mistaken one falls by 3%. It hardly notices the host.

Two things combine here. The density at the proton falls by only 28%, from 0.485 to 0.349, and the friction of a uniform gas varies slowly at such high densities. The shape of the density close to the proton is fixed by the nuclear charge alone. Close to the charge the radial $s$ wave obeys $u''=2(V-E)u$ with $V\approx-Z/r$. Insert $u=r+ar^2$: the leading terms give $2a=-2Z$, so $u\approx r(1-Zr)$. Waves with $l\ge1$ have no density at the nucleus and add to it at order $r^2$ at the earliest. Hence

$$n(r)\approx n(0)\,(1-2Zr),$$

with the same logarithmic slope as in a free atom, whatever the host. The host can change the height $n(0)$, but in the table that height stays of the order of the free-atom value 0.318.

The dilute limit of the correct formula is quite different. Each $\sin^2$ in (4) is at most one, so if waves up to some fixed $l$ contribute, $\eta$ is bounded by a constant times $k_F^2$, that is, by a constant times $n_0^{2/3}$. It vanishes with the host. The mistaken rule stays finite if the proton keeps bound electrons: it returns the friction of a gas whose density is that at the nucleus of the atom or ion that remains. For the free hydrogen atom this is the 0.377 of the opening, larger than the correct friction in any of the three hosts. A proton that leaves through a surface as a neutral atom would, by that rule, still be braked outside.

## The weak-charge limit

The two recipes must agree when the charge is too weak to gather a cloud. In this limit the friction and the cloud density each reduce to a single integral, and the result shows how weak the charge must be for the two densities to be close.

Let $\Pi(q)$ be the static density response of the free gas, so that the induced density is $\Delta n(q)=-\Pi(q)V(q)$. With $x=q/2k_F$, the Lindhard result is

$$\Pi(q)=\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

Linearizing (5) with $f_{xc}=dv_{xc}/dn$ at $n_0$ gives

$$V=-\frac{4\pi Z}{q^2}+\left(\frac{4\pi}{q^2}+f_{xc}\right)\Delta n .$$

Substituting $\Delta n=-\Pi V$ and collecting the terms in $V$,

$$V(q)=-\frac{4\pi Z/q^2}{1+\left(4\pi/q^2+f_{xc}\right)\Pi(q)} .\tag{7}$$

The denominator is the effect of the cloud.

For weak scattering the Born approximation gives $f=-V(q)/2\pi$, with $q^2=2k_F^2(1-\cos\theta)$. Then $1-\cos\theta=q^2/2k_F^2$ and $d\Omega=2\pi q\,dq/k_F^2$, so that

$$\sigma_{\rm tr}=\int_0^{2k_F}\frac{q^2}{2k_F^2}\,\frac{V^2}{4\pi^2}\,\frac{2\pi q\,dq}{k_F^2}=\frac{1}{4\pi k_F^4}\int_0^{2k_F}q^3V^2\,dq .$$

Multiplying by $n_0k_F=k_F^4/3\pi^2$,

$$\eta=\frac{1}{12\pi^3}\int_0^{2k_F}q^3\,V(q)^2\,dq .\tag{8}$$

The density of the cloud at the ion is

$$\Delta n(0)=-\frac{1}{2\pi^2}\int_0^\infty q^2\,\Pi(q)V(q)\,dq .$$

So $\eta\propto Z^2$ and $\Delta n(0)\propto Z$. At 150 nm⁻³, numerical quadrature gives $\eta/Z^2=0.218$ and $\Delta n(0)/Z=0.0748$. The self-consistent solution of (5) for charges $\pm0.03$, combined so that the next order in $Z$ cancels, reproduces both to within 1%.

Using the total density multiplies the friction, to first order in $Z$, by

$$1+\frac{d\ln\eta}{d\ln n_0}\,\frac{\Delta n(0)}{n_0},\qquad \frac{\Delta n(0)}{n_0}=\frac{0.0748}{0.02223}\,Z=3.4\,Z .$$

The mistake does vanish with $Z$, but even a charge of 0.03 raises the density at its own position by 10%.

Now extrapolate the linear results to $Z=1$. The friction, 0.218, is 8% below the full value of 0.236. The cloud density at the proton, 0.075, is about six times smaller than the full value of $0.4846-0.0222=0.4624$. At this host density, then, a theory can miss the contact density by a factor of six and still give nearly the right friction. How close the two frictions come at other densities was not examined.

## What the total density can still tell

The total density does carry information about the host: in the table, $n_{\rm tot}(0)$ rises with $n_0$. Where that relation can be inverted, one may recover $n_0$ from $n_{\rm tot}(0)$ and then use $\eta(n_0)$. That is a different function of a different variable, and the fault lies in mixing the two.

The inversion is also a poor tool. Between the hosts of 50 and 15 nm⁻³ the total density changes by 11%, while the correct friction changes by 55%. Small errors in the contact density would become large errors in the friction.

Moreover, the contact density depends on how the ion is represented. Replace the proton's Coulomb singularity by a smooth pseudopotential that leaves the phase shifts at $k_F$ unchanged. By (4) the friction is the same, but the density at the centre has lost its cusp and in general has another value.

The consistent procedure is to keep the host atoms where they are, remove the projectile, calculate the host's electron density, and evaluate it at the position the projectile occupied. If the host atoms move, the host density has to follow them. What must be left out is the response to the projectile's charge.

The procedure presumes that host and projectile can be told apart and that the host density varies little over the screening length. For an ion that forms a strong bond with a neighbour the first condition fails, and near a host nucleus the second. In either case (1) loses its foundation, whichever density is used.

## Stopping at 1 keV

A 1 keV proton has the speed $v=\sqrt{2E/M}=0.200$ atomic units, where $M$ is its mass. One hartree per bohr is 514 eV/nm, so the energy lost per unit path is

$$S=\eta v=0.236\times0.200\times514\ \mathrm{eV/nm}\approx24\ \mathrm{eV/nm}.$$

The total density would give 41 eV/nm.

If friction acted alone, $M\,dv/dt=-\eta v$ would make the velocity decay as $e^{-t/\tau}$ with $\tau=M/\eta=188$ fs. The whole path would be $v\tau=Mv/\eta=2E/S$, where $S$ is the initial stopping. This is $2000/24.3=82$ nm with the host density and $2000/40.5=49$ nm with the total density. These are lengths along the track in a uniform gas, not implantation depths, since collisions with nuclei bend the track.

The chosen density is roughly that of the valence electrons of white tin, four per atom. Real tin departs from the model in its uneven electron density, among other things. Around 150 nm⁻³ the calculated friction grows as about $n_0^{0.3}$, so a region 20% denser brakes the proton about 6% more strongly, while one with a third of the density has 37% less friction. Tin's core electrons are absent from the model, and their contribution is not estimated here.

Three further effects can be sized. Evaluating (2) at the actual speed, with the static potential held fixed, lowers the force by 2% relative to $\eta v$; the change of the screening itself with speed is not included in that figure. It enters at the same order in $v$ and can offset much of the lowering: in the weak-charge limit at this speed the lowering is 2.4% with static screening and 0.8% with dynamic screening. At 300 K the thermal energy is 0.3% of the Fermi energy. Elastic collisions with the tin nuclei add about 1.3 eV/nm according to the universal formula of Ziegler, Biersack and Littmark, or 5% of the electronic stopping. The value of 24 eV/nm is thus a property of the uniform-gas model and not a prediction for a tin target to that accuracy. The excess of 67% from the wrong density is larger than each of the effects sized here.
